**Hydrogenic 1s–2s integrals and the helium singlet–triplet splitting**

For nuclear charge $Z$, the program tests the direct integral $J=17Z/81$ and the exchange integral $K=16Z/729$ of bare-nucleus 1s and 2s orbitals, in hartree. It asserts both formulas at three nuclear charges against Fourier-space quadrature, and checks the angular average, the 1s potential, the enclosed overlap charge and the two parts of $J$. A configuration-interaction calculation with s orbitals must reproduce the first-order energies $J\pm K$ in the limit of large $Z$. For helium the program also asserts basis convergence of the splitting, the virial theorem, and a larger repulsion in the triplet than in the singlet. The output shows a first-order splitting $2K$ of 2.389 eV, against 0.818 eV from configuration interaction and a rough measured input of 0.8 eV. An outer orbital screened by a frozen 1s cloud lowers $2K$ to 0.498 eV, which overcorrects. The ratio of the calculated splitting to $2K$ rises from 0.343 at $Z=2$ to 0.972 at $Z=50$.

## Program and output

```python
"""Hydrogenic 1s-2s Coulomb and exchange integrals, and the helium splitting.

Result under test, in Hartree atomic units, for nuclear charge Z:
    J = (1s1s|2s2s) = 17 Z / 81,   K = (1s2s|1s2s) = 16 Z / 729,
    first-order 1s2s energies  -5 Z^2/8 + J + K (singlet), + J - K (triplet).
u1, u2 are radial functions r*R(r) of 1s and 2s, normalized on (0, infinity).
The configuration interaction (CI) uses s orbitals only and the scaled radius
Z*r, in which H / Z^2 = h(1) + h(2) + (1/r12) / Z with h for unit charge.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.special import eval_genlaguerre

EV = physical_constants["Hartree energy in eV"][0]


def u_1s(r, Z=1.0):
    return 2 * Z**1.5 * r * np.exp(-Z * r)


def u_2s(r, Z=1.0):
    return Z**1.5 / np.sqrt(2) * r * (1 - Z * r / 2) * np.exp(-Z * r / 2)


def J_formula(Z):
    return 17 * Z / 81


def K_formula(Z):
    return 16 * Z / 729


# ---- J and K from Fourier transforms of the three-dimensional densities ----
x_r, w_r = leg.leggauss(800)
x_q, w_q = leg.leggauss(400)


def integrals_by_fourier(Z):
    r, wr = 20 / Z * (x_r + 1), 20 / Z * w_r
    q, wq = 10 * Z * (x_q + 1), 10 * Z * w_q
    kernel = np.sinc(np.outer(q, r) / np.pi) * wr
    a, b = u_1s(r, Z), u_2s(r, Z)
    f11, f22, f12 = kernel @ (a * a), kernel @ (b * b), kernel @ (a * b)
    return 2 / np.pi * wq @ (f11 * f22), 2 / np.pi * wq @ (f12 * f12)


for Z in (1.0, 2.0, 5.0):
    J_num, K_num = integrals_by_fourier(Z)
    assert abs(J_num - J_formula(Z)) < 1e-7 * Z
    assert abs(K_num - K_formula(Z)) < 1e-7 * Z
J_he_num, K_he_num = integrals_by_fourier(2.0)

# ---- angular average of 1/r12 over the relative direction ----
for ra, rb in ((0.5, 1.3), (2.0, 0.7)):
    average = 0.5 * w_q @ (1 / np.sqrt(ra**2 + rb**2 - 2 * ra * rb * x_q))
    assert abs(average - 1 / max(ra, rb)) < 1e-10

# ---- radial panels with a spectrally accurate running integral ----
n_node, r_max = 14, 150.0
edges = r_max * np.linspace(0, 1, 41)**2
half = np.diff(edges) / 2
x, w = leg.leggauss(n_node)
r_panel = (edges[:-1] + half)[:, None] + half[:, None] * x
r = r_panel.ravel()
weight = (half[:, None] * w).ravel()
primitive = np.array([leg.legval(x, leg.legint(row, lbnd=-1))
                      for row in np.eye(n_node)]).T
running = primitive @ np.linalg.inv(leg.legvander(x, n_node - 1))


def running_integral(f):
    """Integral of f from 0 to each grid radius; last axis is the grid."""
    g = f.reshape(f.shape[:-1] + r_panel.shape)
    inside = (g @ running.T) * half[:, None]
    totals = (g @ w) * half
    before = np.cumsum(totals, axis=-1) - totals
    return (inside + before[..., None]).reshape(f.shape)


# ---- closed forms for the 1s potential and the enclosed exchange charge ----
a, b = u_1s(r), u_2s(r)
outer = weight @ (a * a / r) - running_integral(a * a / r)
V1_num = running_integral(a * a) / r + outer
V1 = 1 / r - (1 + 1 / r) * np.exp(-2 * r)
assert np.max(np.abs(V1_num - V1)) < 1e-8
Q12 = np.sqrt(2) / 3 * r**3 * np.exp(-1.5 * r)
assert np.max(np.abs(running_integral(a * b) - Q12)) < 1e-8
J_point = weight @ (b * b / r)
J_penetration = weight @ (b * b * (1 / r - V1_num))
assert abs(J_point - 1 / 4) < 1e-8
assert abs(J_penetration - 13 / 324) < 1e-8

# ---- orthonormal Laguerre basis and its integrals ----
N, zeta = 18, 0.6
basis, slope = [], []
for k in range(N):
    norm = np.sqrt((2 * zeta)**3 / ((k + 1) * (k + 2)))
    L = eval_genlaguerre(k, 2, 2 * zeta * r)
    dL = -eval_genlaguerre(k - 1, 3, 2 * zeta * r) if k else 0 * r
    decay = norm * np.exp(-zeta * r)
    basis.append(decay * r * L)
    slope.append(decay * ((1 - zeta * r) * L + 2 * zeta * r * dL))
basis, slope = np.array(basis), np.array(slope)
assert np.max(np.abs((basis * weight) @ basis.T - np.eye(N))) < 1e-7
kinetic = 0.5 * (slope * weight) @ slope.T
nuclear = -(basis * weight / r) @ basis.T
radius = (basis * weight * r) @ basis.T
pairs = (basis[:, None, :] * basis[None, :, :]).reshape(N * N, -1)
charge = running_integral(pairs)
total = pairs @ weight
repulsion = (charge * weight / r**2) @ charge.T
repulsion += np.outer(total, total) / r_max      # region beyond the grid
repulsion = repulsion.reshape(N, N, N, N)        # (ij|kl)


def solve_ci(Z, n=N):
    """Energy, kinetic, nuclear and repulsion parts of 1s2s singlet, triplet."""
    one = np.eye(n)
    T, V = [np.kron(m[:n, :n], one) + np.kron(one, m[:n, :n])
            for m in (kinetic, nuclear)]
    W = repulsion[:n, :n, :n, :n].transpose(0, 2, 1, 3).reshape(n * n, n * n)
    parts = (Z**2 * T, Z**2 * V, Z * W)
    H = sum(parts)
    result = []
    for sign, root in ((1, 1), (-1, 0)):
        columns = []
        for i in range(n):
            for j in range(i if sign == 1 else i + 1, n):
                c = np.zeros((n, n))
                c[i, j] += 1
                c[j, i] += sign
                columns.append(c.ravel() / np.linalg.norm(c))
        C = np.array(columns).T
        energy, vectors = np.linalg.eigh(C.T @ H @ C)
        v = C @ vectors[:, root]
        result.append([energy[root]] + [v @ p @ v for p in parts])
    return np.array(result)


# ---- large-Z limit: the first-order energies must emerge from the CI ----
def scaled_shift(Z):
    return (solve_ci(Z)[:, 0] + 5 * Z**2 / 8) / Z


limit = 2 * scaled_shift(2000.0) - scaled_shift(1000.0)
assert abs(limit[0] - (17 / 81 + 16 / 729)) < 2e-6
assert abs(limit[1] - (17 / 81 - 16 / 729)) < 2e-6

# ---- helium ----
Z = 2.0
J, K = J_formula(Z), K_formula(Z)
singlet, triplet = solve_ci(Z)
split = singlet[0] - triplet[0]
smaller = solve_ci(Z, 14)
basis_change = abs(smaller[0, 0] - smaller[1, 0] - split)
assert basis_change < 1e-5
for state in (singlet, triplet):
    assert abs(state[0] + state[1]) < 1e-4       # virial theorem
assert triplet[3] > singlet[3] and triplet[2] < singlet[2]
measured_rough = 0.8                             # eV, rough input
assert abs(split * EV - measured_rough) < 0.1

# ---- outer orbital in the field of the nucleus and a frozen 1s cloud ----
h = kinetic + nuclear
levels, orbitals = np.linalg.eigh(h)
core, bare = orbitals[:, 0], orbitals[:, 1]
field = h + np.einsum("ijkl,k,l->ij", repulsion, core, core) / Z
free = orbitals[:, 1:]                           # orthogonal to the core
e_out, c_out = np.linalg.eigh(free.T @ field @ free)
screened = free @ c_out[:, 0]


def exchange(p, q):
    return Z * np.einsum("ijkl,i,j,k,l", repulsion, p, q, p, q)


K_screened = exchange(core, screened)
r_bare, r_screened = [c @ radius @ c / Z for c in (bare, screened)]
assert abs(exchange(core, bare) - K) < 1e-6
assert abs(r_bare - 6 / Z) < 1e-5
assert r_screened > r_bare and K_screened < K
assert abs(2 * K_screened - split) < 0.5 * abs(2 * K - split)

# ---- trend with nuclear charge ----
charges = (2.0, 5.0, 10.0, 50.0)
ratios = []
for charge_Z in charges:
    levels_Z = solve_ci(charge_Z)[:, 0]
    ratios.append((levels_Z[0] - levels_Z[1]) / (2 * K_formula(charge_Z)))
assert np.all(np.diff(ratios) > 0) and 0.95 < ratios[-1] < 1

print(f"Hartree in eV: {EV:.6f}")
print(f"Z=1 J, point-charge part: {J_point:.6f} hartree")
print(f"Z=1 J, penetration part subtracted: {J_penetration:.6f} hartree")
print(f"Z=1 J = 17/81: {J_formula(1):.6f} hartree")
print(f"Z=1 K = 16/729: {K_formula(1):.6f} hartree")
print(f"Helium J, formula: {J:.6f} hartree")
print(f"Helium J, Fourier quadrature: {J_he_num:.6f} hartree")
print(f"Helium K, formula: {K:.6f} hartree")
print(f"Helium K, Fourier quadrature: {K_he_num:.6f} hartree")
print(f"Helium zeroth-order energy: {-5 * Z**2 / 8:.4f} hartree")
print(f"First-order singlet energy: {-5 * Z**2 / 8 + J + K:.4f} hartree")
print(f"First-order triplet energy: {-5 * Z**2 / 8 + J - K:.4f} hartree")
print(f"First-order singlet repulsion J+K: {J + K:.4f} hartree")
print(f"First-order triplet repulsion J-K: {J - K:.4f} hartree")
print(f"First-order splitting 2K: {2 * K:.5f} hartree")
print(f"First-order splitting 2K: {2 * K * EV:.3f} eV")
print(f"Measured splitting, rough input: {measured_rough:.1f} eV")
print(f"2K / rough measured splitting: {2 * K * EV / measured_rough:.1f}")
print(f"Mean radius, bare 2s: {r_bare:.3f} bohr")
print(f"Mean radius, screened outer orbital: {r_screened:.3f} bohr")
print(f"K with screened outer orbital: {K_screened:.5f} hartree")
print(f"2K with screened outer orbital: {2 * K_screened * EV:.3f} eV")
for name, state in (("singlet", singlet), ("triplet", triplet)):
    print(f"s-orbital CI {name}, total energy: {state[0]:.4f} hartree")
    print(f"s-orbital CI {name}, kinetic: {state[1]:.4f} hartree")
    print(f"s-orbital CI {name}, nuclear attraction: {state[2]:.4f} hartree")
    print(f"s-orbital CI {name}, repulsion: {state[3]:.4f} hartree")
print(f"s-orbital CI splitting: {split:.5f} hartree")
print(f"s-orbital CI splitting: {split * EV:.3f} eV")
print(f"CI splitting change, 14 to 18 functions: {basis_change:.1e} hartree")
for charge_Z, ratio in zip(charges, ratios):
    print(f"CI splitting / 2K at Z={charge_Z:.0f}: {ratio:.3f}")
print(f"Large-Z limit of CI splitting / Z: {limit[0] - limit[1]:.6f} hartree")
print(f"32/729: {32 / 729:.6f} hartree")
print("checks complete")
```

Printed output:

```
Hartree in eV: 27.211386
Z=1 J, point-charge part: 0.250000 hartree
Z=1 J, penetration part subtracted: 0.040123 hartree
Z=1 J = 17/81: 0.209877 hartree
Z=1 K = 16/729: 0.021948 hartree
Helium J, formula: 0.419753 hartree
Helium J, Fourier quadrature: 0.419753 hartree
Helium K, formula: 0.043896 hartree
Helium K, Fourier quadrature: 0.043896 hartree
Helium zeroth-order energy: -2.5000 hartree
First-order singlet energy: -2.0364 hartree
First-order triplet energy: -2.1241 hartree
First-order singlet repulsion J+K: 0.4636 hartree
First-order triplet repulsion J-K: 0.3759 hartree
First-order splitting 2K: 0.08779 hartree
First-order splitting 2K: 2.389 eV
Measured splitting, rough input: 0.8 eV
2K / rough measured splitting: 3.0
Mean radius, bare 2s: 3.000 bohr
Mean radius, screened outer orbital: 4.692 bohr
K with screened outer orbital: 0.00914 hartree
2K with screened outer orbital: 0.498 eV
s-orbital CI singlet, total energy: -2.1442 hartree
s-orbital CI singlet, kinetic: 2.1442 hartree
s-orbital CI singlet, nuclear attraction: -4.5382 hartree
s-orbital CI singlet, repulsion: 0.2498 hartree
s-orbital CI triplet, total energy: -2.1743 hartree
s-orbital CI triplet, kinetic: 2.1743 hartree
s-orbital CI triplet, nuclear attraction: -4.6175 hartree
s-orbital CI triplet, repulsion: 0.2690 hartree
s-orbital CI splitting: 0.03007 hartree
s-orbital CI splitting: 0.818 eV
CI splitting change, 14 to 18 functions: 1.5e-06 hartree
CI splitting / 2K at Z=2: 0.343
CI splitting / 2K at Z=5: 0.722
CI splitting / 2K at Z=10: 0.860
CI splitting / 2K at Z=50: 0.972
Large-Z limit of CI splitting / Z: 0.043896 hartree
32/729: 0.043896 hartree
checks complete
```
